# Why a positive ion is stopped more strongly than its antiparticle: verification in Python

```python
"""
Result under test: a charge Z1*e passing a harmonically bound electron transfers
  dE = m v^2 [ 2 kappa^2 (K0^2 + K1^2) + kappa^3 J(xi) + ... ],
so that a positive ion loses more energy than its antiparticle (J > 0).
  xi    = w b / v               scaled impact parameter
  kappa = Z1 e^2 w / (m v^3)    scaled charge, e^2 meaning e^2/(4 pi eps0)
  w, m  = oscillator angular frequency and electron mass; v = ion speed
Scaled time is w t, scaled length is w r / v, scaled energy is E / (m v^2).
The odd part of the stopping number is kappa*G, G = 1/2 integral xi J dxi.
The ion moves along x; y points from the atom towards the track.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import expm
from scipy.special import exp1, gammaincc, gammaln, iv, kv, modstruve


def fly_by(kappa, xi, bound, half_time):
    """Full nonlinear motion; returns position at closest approach and energy."""
    kappa, xi = np.broadcast_arrays(np.asarray(kappa, float), np.asarray(xi, float))
    size = len(xi)

    def motion(t, state):
        x, y, vx, vy = state.reshape(4, size)
        dx, dy = t - x, xi - y
        pull = kappa / (dx * dx + dy * dy) ** 1.5
        return np.concatenate([vx, vy, pull * dx - bound * x, pull * dy - bound * y])

    t0 = -half_time
    dist = np.hypot(t0, xi)
    # A bound electron starts in its slowly moving equilibrium, a free one at rest.
    start = bound * kappa * np.array([
        t0 / dist**3, xi / dist**3,
        1 / dist**3 - 3 * t0**2 / dist**5, -3 * t0 * xi / dist**5])
    sol = solve_ivp(motion, (t0, half_time), start.ravel(), method="DOP853",
                    t_eval=[0.0, half_time], rtol=1e-11, atol=1e-13)
    assert sol.success
    middle = sol.y[:, 0].reshape(4, size)
    x, y, vx, vy = sol.y[:, 1].reshape(4, size)
    return middle[0], middle[1], 0.5 * (vx**2 + vy**2 + bound * (x**2 + y**2))


def toward_track(xi):
    """In-phase displacement towards the track at closest approach, per kappa."""
    return 1 + np.pi / 2 * (modstruve(1, xi) - iv(1, xi))


# Cubic function J from the in-phase linear response, on a logarithmic grid.
xi_grid = np.geomspace(1e-4, 10, 251)
n_grid = len(xi_grid)
k0, k1 = kv(0, xi_grid), kv(1, xi_grid)


def linear_response(t, state):
    x, y, vx, vy, _, _ = state.reshape(6, n_grid)
    r2 = t * t + xi_grid**2
    r3, r5 = r2**1.5, r2**2.5
    hx, hy = 2 * k0 * np.sin(t), 2 * k1 * np.cos(t)
    txx, tyy = (3 * t * t - r2) / r5, (3 * xi_grid**2 - r2) / r5
    txy = 3 * t * xi_grid / r5
    part_x = 2 * xi_grid**2 * (hx * txx + hy * txy) * x
    part_y = 2 * xi_grid**2 * (hx * txy + hy * tyy) * y
    return np.concatenate([vx, vy, t / r3 - x, xi_grid / r3 - y, part_x, part_y])


zero = np.zeros(n_grid)
slope_x = -1 / xi_grid + np.pi / 2 * (iv(0, xi_grid) - modstruve(0, xi_grid))
start = np.concatenate([zero, toward_track(xi_grid), slope_x, zero, zero, zero])
response = solve_ivp(linear_response, (0, 80), start, method="DOP853",
                     first_step=1e-6, t_eval=[80], rtol=1e-11, atol=1e-12)
assert response.success
along_part, toward_part = response.y[:, -1].reshape(6, n_grid)[4:]
scaled_j = along_part + toward_part          # xi^2 J
j_spline = CubicSpline(np.log(xi_grid), scaled_j)
j_integral = j_spline.antiderivative()


def cubic_j(xi):
    return j_spline(np.log(xi)) / np.asarray(xi) ** 2


def barkas_g(xi_min):
    return 0.5 * float(j_integral(np.log(10.0)) - j_integral(np.log(xi_min)))


# Sign and small-distance laws.
assert np.all(scaled_j[xi_grid <= 6] > 0)
assert abs(scaled_j[0] / (3 * np.pi) - 1) < 0.01
assert abs(toward_part[0] - np.pi / xi_grid[0] - np.pi) < 0.05
assert abs(along_part[0] + np.pi / xi_grid[0] - 2 * np.pi) < 0.05
log_constant = barkas_g(1e-4) / (1.5 * np.pi) + np.log(1e-4)
law_at_small_xi = 1.5 * np.pi * (np.log(1e3) + log_constant)
assert abs(barkas_g(1e-3) / law_at_small_xi - 1) < 5e-3

# Full trajectories with both charge signs against the perturbation result.
test_xi = np.array([0.5, 1.0, 2.0])
test_kappa = 0.005
signs = np.repeat([1.0, -1.0], 3)
mid_x, mid_y, energy = fly_by(signs * test_kappa, np.tile(test_xi, 2), 1.0, 200.0)
even_num = (energy[:3] + energy[3:]) / 2 / test_kappa**2
odd_num = (energy[:3] - energy[3:]) / 2 / test_kappa**3
shift_x = (mid_x[:3] - mid_x[3:]) / 2 / test_kappa
shift_y = (mid_y[:3] - mid_y[3:]) / 2 / test_kappa
even_formula = 2 * (kv(0, test_xi) ** 2 + kv(1, test_xi) ** 2)
assert np.allclose(even_num, even_formula, rtol=2e-3)
assert np.allclose(odd_num, cubic_j(test_xi), rtol=3e-3)
assert np.allclose(shift_y, toward_track(test_xi), rtol=2e-3)
assert np.allclose(shift_x, -kv(0, test_xi), rtol=2e-3)
assert np.all(shift_y > 0)

# Without binding the transfer is even in the charge (Rutherford scattering).
contrast_kappa = 0.05
pair = contrast_kappa * np.array([1.0, -1.0])
free_energy = fly_by(pair, np.ones(2), 0.0, 1e4)[2]
bound_energy = fly_by(pair, np.ones(2), 1.0, 200.0)[2]
rutherford = 2 * contrast_kappa**2 / (1 + contrast_kappa**2)
assert np.allclose(free_energy, rutherford, rtol=1e-3)
free_asym = free_energy[0] / free_energy[1] - 1
bound_asym = bound_energy[0] / bound_energy[1] - 1
assert abs(free_asym) < 1e-3 and bound_asym > 0.01

# Oscillator excitation by a momentum kick is Poissonian in Q/(hbar w).
levels = np.arange(80)
lower = np.diag(np.sqrt(levels[1:]), 1)
recoil = 1.7
kick = expm(1j * np.sqrt(recoil) * (lower + lower.T))
poisson = np.exp(levels * np.log(recoil) - recoil - gammaln(levels + 1))
assert np.allclose(abs(kick[:20, 0]) ** 2, poisson[:20], atol=1e-10)


def born_number(b_ratio):
    """First-Born stopping number of the oscillator; b_ratio = 2 m v^2/(hbar w)."""
    n = np.arange(2, int(8 * b_ratio) + 200)
    return 0.5 * (exp1(1 / b_ratio) + np.sum(gammaincc(n - 1, n**2 / b_ratio) / (n - 1)))


assert abs(born_number(2000.0) - np.log(2000.0)) < 0.01

# Example: rough silicon-like values, protons and antiprotons.
electrons_per_atom = 14
atoms_per_cm3 = 5e22
mean_energy_ev = 170.0
atom_mass_u = 28.1
mass = const.m_e
coulomb = const.e**2 / (4 * np.pi * const.epsilon_0)
density = electrons_per_atom * atoms_per_cm3 * 1e6


def ion_speed(mev):
    return np.sqrt(2 * mev * 1e6 * const.e / const.m_p)


def stopping_terms(speed, level_ev):
    """Even number L0, kappa, and scaled cutoffs (rms radius, hbar/mv)."""
    omega = level_ev * const.e / const.hbar
    kappa = coulomb * omega / (mass * speed**3)
    rms_radius = np.sqrt(1.5 * const.hbar / (mass * omega))
    b_ratio = 2 * mass * speed**2 / (level_ev * const.e)
    wave_cut = const.hbar / (mass * speed) * omega / speed
    return born_number(b_ratio), kappa, rms_radius * omega / speed, wave_cut


def stopping_unit(speed):
    """Prefactor 4 pi e^4 n/(m v^2) in eV/nm."""
    return 4 * np.pi * coulomb**2 * density / (mass * speed**2) / const.e * 1e-9


print(f"J at xi=0.5, 1, 2: {cubic_j(0.5):.3f}, {cubic_j(1.0):.4f}, {cubic_j(2.0):.5f}")
print(f"J from trajectories: {odd_num[0]:.3f}, {odd_num[1]:.4f}, {odd_num[2]:.5f}")
print(f"xi^2 J at xi=1e-4: {scaled_j[0]:.4f}; 3 pi: {3 * np.pi:.4f}")
i_one = int(np.argmin(abs(xi_grid - 1)))
print(f"J at xi=1, part from shift toward track: {toward_part[i_one]:.4f}")
print(f"J at xi=1, part from shift along track: {along_part[i_one]:.4f}")
print(f"constant c in logarithmic law: {log_constant:.3f}")
print(f"contrast test: kappa={contrast_kappa}, xi=1")
print(f"E(+)/E(-)-1, bound electron: {100 * bound_asym:.2f} %")
print(f"E(+)/E(-)-1, free electron: {100 * free_asym:.4f} %")
print(f"electrons per atom: {electrons_per_atom}")
print(f"atomic density: {atoms_per_cm3:.1e} cm^-3")
print(f"oscillator energy: {mean_energy_ev:.0f} eV")

for mev in (1.0, 2.0, 4.0):
    speed = ion_speed(mev)
    even, kappa, cut, wave_cut = stopping_terms(speed, mean_energy_ev)
    odd = kappa * barkas_g(cut)
    odd_wave = kappa * barkas_g(wave_cut)
    unit = stopping_unit(speed)
    assert odd > 0
    print(f"{mev:.0f} MeV: L0={even:.3f}, odd term={odd:.4f}")
    print(f"  S proton={unit * (even + odd):.2f} eV/nm")
    print(f"  S antiproton={unit * (even - odd):.2f} eV/nm")
    print(f"  difference/mean={200 * odd / even:.2f} %")
    print(f"  same with cutoff hbar/(mv)={200 * odd_wave / even:.2f} %")

# Details and neglected effects at 2 MeV.
speed = ion_speed(2.0)
even, kappa, cut, wave_cut = stopping_terms(speed, mean_energy_ev)
odd = kappa * barkas_g(cut)
omega = mean_energy_ev * const.e / const.hbar
length_nm = speed / omega * 1e9
b_ratio = 2 * mass * speed**2 / (mean_energy_ev * const.e)

nodes, weights = np.polynomial.legendre.leggauss(18)
log_low, log_high = np.log(cut), np.log(6.0)
xi_nodes = np.exp(0.5 * (log_high - log_low) * nodes + 0.5 * (log_high + log_low))
both_xi = np.tile(xi_nodes, 2)
both_kappa = np.repeat([kappa, -kappa], len(nodes))
full = fly_by(both_kappa, both_xi, 1.0, 200.0)[2]
odd_energy = (full[:len(nodes)] - full[len(nodes):]) / 2
direct_odd = (0.5 / kappa**2 * 0.5 * (log_high - log_low)
              * np.sum(weights * xi_nodes**2 * odd_energy))
assert abs(direct_odd / odd - 1) < 0.01

shells = [(4, 20.0), (2, 3000.0)]
rest = electrons_per_atom * np.log(mean_energy_ev) - sum(f * np.log(e) for f, e in shells)
middle_ev = float(np.exp(rest / 8))
shells.append((8, middle_ev))
shell_even = shell_odd = 0.0
for count, level in shells:
    one_even, one_kappa, one_cut, _ = stopping_terms(speed, level)
    shell_even += count / electrons_per_atom * one_even
    shell_odd += count / electrons_per_atom * one_kappa * barkas_g(one_cut)

plasma_ev = const.hbar * np.sqrt(density * const.e**2 / (const.epsilon_0 * mass)) / const.e
bohr_speed = const.alpha * const.c
nuclear_scale = electrons_per_atom * mass / (atom_mass_u * const.atomic_mass)

print("details at 2 MeV:")
print(f"speed: {speed:.4e} m/s = {speed / bohr_speed:.2f} Bohr speeds")
print(f"kappa: {kappa:.5f}; v/w: {length_nm:.4f} nm; ln B: {np.log(b_ratio):.3f}")
print(f"rms-radius cutoff: {cut * length_nm:.4f} nm, xi0={cut:.4f}")
print(f"hbar/(mv) cutoff: {wave_cut * length_nm:.4f} nm, xi0={wave_cut:.4f}")
print(f"G at these cutoffs: {barkas_g(cut):.3f}, {barkas_g(wave_cut):.3f}")
print(f"stopping prefactor: {stopping_unit(speed):.3f} eV/nm")
print(f"shift toward track at b=v/w: {kappa * toward_track(1.0) * length_nm * 1e3:.3f} pm")
print(f"share of odd term from b>v/w: {100 * barkas_g(1.0) / barkas_g(cut):.1f} %")
print(f"odd term from full trajectories: {direct_odd:.5f}")
print(f"odd term from kappa*G: {odd:.5f}")
print(f"higher odd orders: {100 * (direct_odd / odd - 1):.3f} % of odd term")
print(f"shell energies (4, 8, 2 electrons): 20, {middle_ev:.0f}, 3000 eV")
print(f"shell model: L0={shell_even:.3f}, odd term={shell_odd:.4f}")
print(f"shell model difference/mean: {200 * shell_odd / shell_even:.2f} %")
print(f"(rms radius/b)^2 at b=v/w: {cut**2:.3f}")
print(f"relativity, (v/c)^2: {100 * (speed / const.c)**2:.2f} %")
print(f"even higher-order scale (v0/v)^2: {(bohr_speed / speed)**2:.4f}")
print(f"plasma energy: {plasma_ev:.1f} eV")
print(f"screening scale (plasma/oscillator)^2: {(plasma_ev / mean_energy_ev)**2:.4f}")
print(f"nuclear/electronic prefactor ratio: {nuclear_scale:.2e}")
print("success")
```

Printed output:

```
J at xi=0.5, 1, 2: 22.462, 1.7965, 0.03616
J from trajectories: 22.464, 1.7966, 0.03616
xi^2 J at xi=1e-4: 9.4248; 3 pi: 9.4248
J at xi=1, part from shift toward track: 1.8343
J at xi=1, part from shift along track: -0.0377
constant c in logarithmic law: -0.513
contrast test: kappa=0.05, xi=1
E(+)/E(-)-1, bound electron: 18.14 %
E(+)/E(-)-1, free electron: 0.0020 %
electrons per atom: 14
atomic density: 5.0e+22 cm^-3
oscillator energy: 170 eV
1 MeV: L0=2.222, odd term=0.0401
  S proton=37.88 eV/nm
  S antiproton=36.54 eV/nm
  difference/mean=3.61 %
  same with cutoff hbar/(mv)=13.69 %
2 MeV: L0=3.095, odd term=0.0243
  S proton=26.12 eV/nm
  S antiproton=25.71 eV/nm
  difference/mean=1.57 %
  same with cutoff hbar/(mv)=5.34 %
4 MeV: L0=3.872, odd term=0.0129
  S proton=16.26 eV/nm
  S antiproton=16.16 eV/nm
  difference/mean=0.67 %
  same with cutoff hbar/(mv)=2.04 %
details at 2 MeV:
speed: 1.9574e+07 m/s = 8.95 Bohr speeds
kappa: 0.00872; v/w: 0.0758 nm; ln B: 3.244
rms-radius cutoff: 0.0259 nm, xi0=0.3421
hbar/(mv) cutoff: 0.0059 nm, xi0=0.0780
G at these cutoffs: 2.784, 9.476
stopping prefactor: 8.373 eV/nm
shift toward track at b=v/w: 0.310 pm
share of odd term from b>v/w: 9.8 %
odd term from full trajectories: 0.02428
odd term from kappa*G: 0.02428
higher odd orders: 0.014 % of odd term
shell energies (4, 8, 2 electrons): 20, 242, 3000 eV
shell model: L0=3.088, odd term=0.0190
shell model difference/mean: 1.23 %
(rms radius/b)^2 at b=v/w: 0.117
relativity, (v/c)^2: 0.43 %
even higher-order scale (v0/v)^2: 0.0125
plasma energy: 31.1 eV
screening scale (plasma/oscillator)^2: 0.0334
nuclear/electronic prefactor ratio: 2.73e-04
success
```
